\section*{Radical decay length in a narrow tube with weak wall recombination}

\section{One flight between wall impacts}

\textit{Q.} Nitrogen atoms from a plasma enter a narrow tube and recombine on its wall. How far do they get? I do not see what there is to calculate before the gas flow is known.

\textit{A.} In molecular flow the atoms meet the wall and not each other, so each history is a chain of straight flights. Take a straight circular tube of radius $R$, with $z$ along its axis. At every impact the atom is lost with a constant probability $\gamma\ll1$. Otherwise it leaves in a direction independent of its arrival, with probability $\cos\theta\,d\Omega/\pi$, where $\theta$ is measured from the inward normal. This is diffuse reflection. The state is steady, and the loss is of first order in the radical density. The algebra contains only lengths, speeds and probabilities, so it reads the same in atomic units.

\textit{Q.} Then how far does one flight carry an atom along the tube?

\textit{A.} Let $\alpha\in(0,\pi)$ be the angle between the flight and the axis, and $\beta\in(-\pi/2,\pi/2)$ the angle between its projection on the cross-section and the normal. Then $\cos\theta=\sin\alpha\cos\beta$ and $d\Omega=\sin\alpha\,d\alpha\,d\beta$, so the probability is
\begin{equation}
p\,d\alpha\,d\beta=\frac1\pi\sin^2\!\alpha\,\cos\beta\,d\alpha\,d\beta .
\end{equation}
Its integral is $(1/\pi)(\pi/2)(2)=1$. The projected flight is a chord of a circle at angle $\beta$ to the diameter, with length $2R\cos\beta$. The full flight length $\ell$ and the axial jump $s$ are therefore
\begin{equation}
\ell=\frac{2R\cos\beta}{\sin\alpha},\qquad s=2R\cos\beta\cot\alpha .
\end{equation}
The mean jump vanishes because $\alpha$ and $\pi-\alpha$ are equally likely. The mean square is
\begin{align}
\langle s^2\rangle&=\frac{4R^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\!\beta\,d\beta\int_0^\pi\cos^2\!\alpha\,d\alpha\nonumber\\
&=\frac{4R^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{8R^2}{3},
\end{align}
where $\sin^2\!\alpha\cot^2\!\alpha=\cos^2\!\alpha$ was used. The mean flight length is
\begin{equation}
\langle\ell\rangle=\frac{2R}{\pi}\int_{-\pi/2}^{\pi/2}\cos^2\!\beta\,d\beta\int_0^\pi\sin\alpha\,d\alpha=2R .
\end{equation}
Ray tracing of random flights gave $1.998R$ for this mean.

\section{From jumps to a decay length}

\textit{Q.} A mean square jump is not yet a decay law. Where does the loss enter?

\textit{A.} Let $J(z)$ be the number of impacts per unit wall area and time, and $K(s)$ the probability density of a jump $s$. Far from the mouth, every atom arriving at $z$ left the wall somewhere else after surviving an impact:
\begin{equation}
J(z)=(1-\gamma)\int K(s)\,J(z-s)\,ds .
\end{equation}
If $J$ changes little over one typical jump, expand $J(z-s)=J-sJ'+s^2J''/2$. The first term integrates to $J$ and the second to zero, so
\begin{equation}
\gamma J=(1-\gamma)\frac{\langle s^2\rangle}{2}J''\simeq\frac{\langle s^2\rangle}{2}J'' .
\end{equation}
The last step drops a relative correction of order $\gamma$. The solution that decreases into a long tube is $e^{-z/L}$ with
\begin{equation}
L^2=\frac{\langle s^2\rangle}{2\gamma}=\frac{4R^2}{3\gamma},\qquad
L=\frac{2R}{\sqrt{3\gamma}} .
\label{eq:L}
\end{equation}
An atom makes about $1/\gamma$ flights before it is lost, and a random walk of that many steps spreads as the square root of their number. Reducing $\gamma$ fourfold thus only doubles the reach.

\textit{Q.} You have lost the speed of the atoms. Surely hot atoms go further?

\textit{A.} They travel faster but also strike the wall more often. Let $v$ be the mean speed of the gas. Atoms leaving the wall in thermal equilibrium are weighted by their speed $c$, so their mean inverse speed is $\langle c\cdot c^{-1}\rangle/\langle c\rangle=1/v$, independent of direction. The mean flight time is $\tau=2R/v$. Independent jumps of zero mean add their variances, which gives
\begin{equation}
D=\frac{\langle s^2\rangle}{2\tau}=\frac{8R^2}{3}\,\frac{v}{4R}=\frac{2Rv}{3}.
\end{equation}
The wall receives $nv/4$ atoms per unit area and time from a gas of density $n$. Balancing a thin slice of tube,
\begin{equation}
\pi R^2Dn''=2\pi R\,\gamma\,\frac{nv}{4}
\quad\Rightarrow\quad
n''=\frac{\gamma v}{2RD}\,n=\frac{3\gamma}{4R^2}\,n ,
\end{equation}
which is again Eq.~(\ref{eq:L}). The speed cancels. Temperature and mass can still act through $\gamma$.

\section{Rare long flights}

\textit{Q.} Your expansion stopped at the second derivative. The third moment cancels by symmetry, but is the next even moment of the jump small?

\textit{A.} It is infinite, so the question needs the full jump law. Put $x=s/2R=\cos\beta\cot\alpha$. At fixed $\beta$, $|d\alpha|=\sin^2\!\alpha\,dx/\cos\beta$, and $\sin^2\!\alpha=\cos^2\!\beta/(\cos^2\!\beta+x^2)$. The density of $x$ is therefore
\begin{equation}
g(x)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\!\beta}{(\cos^2\!\beta+x^2)^2}\,d\beta .
\end{equation}
Write $u=x^2$. The substitution $t=\tan\beta$ gives
\begin{equation}
I(u)=\int_{-\pi/2}^{\pi/2}\frac{d\beta}{\cos^2\!\beta+u}
=\int_{-\infty}^{\infty}\frac{dt}{1+u+ut^2}=\frac{\pi}{\sqrt{u(1+u)}} .
\end{equation}
The integrand of $g$ equals $1-2u/(\cos^2\!\beta+u)+u^2/(\cos^2\!\beta+u)^2$, and the last denominator is generated by $-dI/du$. For $x>0$,
\begin{align}
g&=\frac1\pi\left(\pi-2uI-u^2\frac{dI}{du}\right)\nonumber\\
&=1-\frac{2x}{\sqrt{1+x^2}}+\frac{x(1+2x^2)}{2(1+x^2)^{3/2}}\nonumber\\
&=1-\frac{x}{\sqrt{1+x^2}}-\frac{x}{2(1+x^2)^{3/2}} .
\end{align}
The probability of a jump beyond $x$ in one given axial direction is the integral of $g$ that vanishes at infinity:
\begin{equation}
F(x)=\sqrt{1+x^2}-\frac{1}{2\sqrt{1+x^2}}-x .
\label{eq:F}
\end{equation}
Differentiation confirms $-F'=g$. At large $x$ the root is $x+1/(2x)-1/(8x^3)$ and the second term is $-1/(2x)+1/(4x^3)$, so $F\simeq1/(8x^3)$. In terms of distance,
\begin{equation}
F\!\left(\frac{s}{2R}\right)\simeq\frac{R^3}{s^3},\qquad K(s)\simeq\frac{3R^3}{s^4}.
\end{equation}
The integral of $s^2K$ converges; that of $s^4K$ does not.

\textit{Q.} Then the derivation has collapsed.

\textit{A.} It survives at leading order, because the offending flights are rare. Jumps longer than $L$, for which the expansion is useless, contribute
\begin{equation}
2\int_L^\infty s^2\,\frac{3R^3}{s^4}\,ds=\frac{6R^3}{L}
\end{equation}
to the second moment, a fraction $9R/(4L)$ of $8R^2/3$. For jumps shorter than $L$, the tail part of the fourth-order term is about
\begin{equation}
\frac{1}{24L^4}\,2\int_0^L s^4\,\frac{3R^3}{s^4}\,ds=\frac{R^3}{4L^3},
\end{equation}
which is $3R/(16L)$ of the retained term $4R^2/(3L^2)$. Both fractions vanish with $R/L=\sqrt{3\gamma}/2$. They are estimates of the neglected terms, not of the error in $L$.

\textit{Q.} Can the error be measured instead?

\textit{A.} Yes, by solving the balance without the expansion. Let the tube begin at $z=0$, open to an isotropic gas of density $n_0$, and measure $J$ in units of $n_0v/4$. For the direct supply, replace the reservoir by a lossless tube at $z<0$ in equilibrium with it. Its wall flux is 1, so the atoms reaching $z$ directly from there number $\int_{-\infty}^0K(z-z')\,dz'=F(z/2R)$. Hence
\begin{equation}
J(z)=F\!\left(\frac{z}{2R}\right)+(1-\gamma)\int_0^\infty K(z-z')J(z')\,dz' .
\label{eq:kin}
\end{equation}
This was solved numerically on rings of width $0.2R$. If $J$ were a pure exponential, $\ln J+z/L$ would be constant. Between $0.5L$ and $4L$ it varies by 0.060, 0.022 and 0.009 for $\gamma=10^{-2}$, $10^{-3}$ and $10^{-4}$. The decay length averaged from $L$ to $3L$ is $1.004L$, $1.002L$ and $1.002L$. Part of this excess is numerical: spreading both ends of a jump over a ring adds $(0.2R)^2/6$ to $\langle s^2\rangle$, or 0.25\%, and so about 0.12\% to $L$.

\textit{Q.} So the decay is exponential all the way down?

\textit{A.} No. At great depth the exponential population has died, and atoms arriving by long flights dominate. Where $J$ varies slowly on the scale $L$, the local part of the integral in Eq.~(\ref{eq:kin}) is $(1-\gamma)J$. Adding long jumps from the populated region near the mouth, for which $\int J\,dz\simeq L$, gives
\begin{equation}
\gamma J\simeq\frac{R^3}{z^3}+\frac{3R^3L}{z^4},\qquad
J\simeq\frac{R^3}{\gamma z^3}\left(1+\frac{3L}{z}\right).
\end{equation}
For $\gamma=0.05$ and $z=60L$ the bracket is 1.05; the numerical solution gives 1.04. At this $\gamma$ the integral of $J$ is only $0.75L$ and the long jumps carry a factor $1-\gamma$, which lowers the bracket to 1.036; terms of order $L^2/z^2$ are left out. For $\gamma=10^{-3}$, $J$ reaches twice the exponential matched to it at $2L$ only at $z=10.2L$, where it is $7.3\times10^{-5}$. The leading tail $R^3/(\gamma z^3)$ is about $2\times10^{-5}$ there, so its asymptotic form is not yet accurate. Equation~(\ref{eq:L}) thus describes the range that carries most of the radicals, not the limit $z\to\infty$.

\section{The mouth and a closed end}

\textit{Q.} A hole in a device has a bottom. And why should the density just inside the mouth equal $n_0$?

\textit{A.} It is slightly lower, because a net current $j$ flows inward. In the diffusion approximation the velocity distribution is isotropic plus a small part that is odd under reversal of velocity. The odd part raises the inward flux as much as it lowers the outward one, so these fluxes are $nv/4\pm j/2$. At the mouth the inward flux is $n_0v/4$, and $j=D|n'(0)|$. Hence
\begin{equation}
n_0=n(0)+l\,|n'(0)|,\qquad l=\frac{2D}{v}=\frac{4R}{3}.
\end{equation}

\textit{Q.} Is there a case that tests $D$ without any recombination?

\textit{A.} A lossless tube of length $H$ with vacuum at the far end. In the diffusion approximation each end adds $l$ to the effective length, so $j=Dn_0/(H+2l)$. The transmitted fraction of entering atoms is
\begin{equation}
\frac{j}{n_0v/4}=\frac{8R/3}{H+8R/3}=\frac{1}{1+3H/(8R)} .
\end{equation}
For $H=500R$ this is 0.005305. The kinetic solution on rings of width $0.2R$ gives 0.005276. The finite ring width raises $\langle s^2\rangle$, and with it this value, by about 0.25\%. Without that excess it is 0.005263, and the diffusion value is 0.8\% high. To match it, each end would have to add about $3.3R$ instead of $4R/3$. This matching length is not a constant: it is about $2.2R$, $2.8R$, $3.3R$ and $3.9R$ for $H=20R$, $100R$, $500R$ and $2000R$, growing roughly as $\ln H$. The comparison thus supports $D$, since the diffusion value is only 0.25\% high at $H=2000R$, but no fixed $l$ captures the correction of relative order $R/H$.

\textit{Q.} And the closed hole?

\textit{A.} Let the bottom at $z=H$ have the same $\gamma$ as the wall. With $y=(H-z)/L$, the solution of $n''=n/L^2$ is
\begin{equation}
n(z)=n(H)\,[\cosh y+b\sinh y].
\end{equation}
The current into the bottom is $Dn(H)b/L$ and must equal $\gamma n(H)v/4$. Thus $b=\gamma vL/(4D)=3\gamma L/(8R)$. Substitution in the mouth condition gives
\begin{equation}
\frac{n_0}{n(H)}=\cosh\frac HL+b\sinh\frac HL
+\frac lL\left(\sinh\frac HL+b\cosh\frac HL\right).
\label{eq:hole}
\end{equation}
For $R/L\to0$ at fixed $H/L$, both $b$ and $l/L$ vanish, leaving $n(H)/n_0=1/\cosh(H/L)$. If also $H\ll L$, while still $H\gg R$, then
\begin{equation}
1-\frac{n(H)}{n_0}\simeq\frac{H^2}{2L^2}=\frac{3\gamma}{2}\left(\frac{H}{2R}\right)^2 .
\end{equation}
In this limit the deficit at the bottom grows as the square of the aspect ratio $H/2R$. The limit is approached slowly: for $\gamma\to0$ the kinetic deficit is larger than this value by about 50\% at $H=10R$, 10\% at $H=60R$ and 3.5\% at $H=200R$.

\section{A hole during plasma nitridation}

\textit{Q.} Put in numbers for a hole I might have to nitride.

\textit{A.} Take $R=50$ nm, $H=3000$ nm and $\gamma=10^{-3}$. Then
\begin{equation}
L=\frac{2\times50\ \mathrm{nm}}{\sqrt{3\times10^{-3}}}=1826\ \mathrm{nm}
=18\,260\ \text{\AA},\qquad \frac HL=1.643 .
\end{equation}
The simplest estimate is $1/\cosh1.643=0.373$. For Eq.~(\ref{eq:hole}), $\cosh(H/L)=2.682$, $\sinh(H/L)=2.489$, $b=0.0137$ and $l/L=66.7/1826=0.0365$:
\begin{equation}
\frac{n_0}{n(H)}=2.682+0.034+0.0365\,(2.489+0.037)=2.808,
\end{equation}
so $n(H)/n_0=0.356$. Closing Eq.~(\ref{eq:kin}) with a bottom that re-emits uniformly over its area gives a bottom flux of 0.348. Relative to this value, the simple law is 7\% high and Eq.~(\ref{eq:hole}) is 2\% high. The simple law also overestimates the wall flux higher up: 0.620 against 0.584 at 1000 nm, and 0.430 against 0.401 at 2000 nm.

\textit{Q.} The kinetic calculation uses your own jump law. Is there a check that does not?

\textit{A.} Ray tracing in three dimensions. Under the cosine law a path and its reverse are equally likely between equal areas, and the mouth and bottom have equal areas. The relative flux on the bottom therefore equals the probability that an atom emitted there survives and escapes through the mouth. Tracing gave $0.343\pm0.004$ (standard error), consistent with 0.348.

\textit{Q.} Suppose some impacts are mirror-like.

\textit{A.} Let a fraction $f$ be diffuse. A specular impact in a circular tube preserves the axial velocity and the cross-section angle of the chord, so the next jump repeats the last. A run of $N$ equal jumps has probability $f(1-f)^{N-1}$, with $\langle N\rangle=1/f$ and $\langle N^2\rangle=(2-f)/f^2$. For $\gamma\ll f$, the loss per run is $\gamma\langle N\rangle$, so
\begin{equation}
L^2=\frac{\langle s^2\rangle\langle N^2\rangle}{2\gamma\langle N\rangle}
=\frac{4R^2}{3\gamma}\,\frac{2-f}{f} .
\end{equation}
A run lasts $\langle N\rangle\tau$ on average, so $D$ gains the same factor $(2-f)/f$. With $f=0.5$ and everything else fixed, Eq.~(\ref{eq:hole}) with the new $D$, $l$, $b$ and $L$ gives 0.640; ray tracing gives $0.616\pm0.003$. The diffusion value is 4\% high, but the large rise from the diffuse case is reproduced. For $f=0.9$, $L$ is 2018 nm and Eq.~(\ref{eq:hole}) gives 0.411 instead of 0.356; ray tracing gives $0.395\pm0.003$, so this value too is about 4\% high.

\textit{Q.} How close is all this to a real process?

\textit{A.} The numbers are rough typical ones for atomic nitrogen in a silica-lined hole, at 700 K and 0.1 Torr. The least certain is $\gamma$, which depends on the state of the surface. With the geometry fixed, the kinetic bottom flux is 0.87 for $\gamma=10^{-4}$ and 0.012 for $\gamma=10^{-2}$, while $L$ falls from 5774 to 577 nm. Equation~(\ref{eq:hole}) gives 0.87 and 0.0095; at $\gamma=10^{-2}$, where $H/L=5.2$, it is about 20\% low. A real nitriding wall also breaks the assumption that recombination is the only loss, since it takes up nitrogen. If uptake equals recombination, the total loss probability is 0.002, $L$ becomes 1291 nm, and Eq.~(\ref{eq:hole}) gives 0.181 at the bottom, about half the earlier 0.356. Uptake changes as the film grows, so a constant $\gamma$ can represent only one stage of the process. Taper, charging and coverage-dependent loss are also left out, and their effect is not estimated here.

\textit{Q.} At 0.1 Torr there is still gas in the hole. Why may its collisions be ignored?

\textit{A.} For a rough collision diameter of 0.37 nm, the mean free path $k_{\mathrm B}T/(\sqrt2\,\pi d^2p)$ is $1.2\times10^6$ nm, some 12\,000 tube diameters. Without escape, an atom travels $2R/\gamma=10^5$ nm before it is lost on the wall, and meets another molecule 0.08 times on average. It makes about a thousand flights on that path, so only about one flight in 12\,000 is interrupted. With a rough three-body rate of $10^{-32}$ cm$^6$/s and 1\% atomic nitrogen in the gas, the probability of gas-phase recombination over that path is about $2\times10^{-11}$.

The steady state of the gas is also reached quickly, provided that atoms do not linger on the wall between flights. The mean speed is 1029 m/s, so $D=0.343$ cm$^2$/s and the filling time, roughly $H^2/(2D)$, is about 130 ns, far shorter than a process lasting seconds. The numerical output lists these values.

\textit{Q.} When should I refuse to use your formula?

\textit{A.} When $\gamma$ is not small: as $\gamma$ approaches 1, Eq.~(\ref{eq:L}) gives a length near $R$, shorter than the root-mean-square jump $\sqrt{8/3}\,R\simeq1.6R$, and the expansion has no basis. Numerically, the decay length averaged from $L$ to $3L$ still stays within 4\% of $L$ up to $\gamma=0.95$, but the amplitude fails: $J(L)$ is 0.24 for $\gamma=0.1$ and 0.15 for $\gamma=0.95$, not $1/e=0.37$. Refuse it also when the mean free path is not much longer than the tube diameter (if gas collisions erase the direction of flight, $D$ falls by roughly 2\% at 100 diameters and 13\% at 10), when the loss rate is not of first order in the radical density (gas-phase recombination, or a $\gamma$ that changes with the flux), or when the question concerns the small flux several decay lengths down: Eq.~(\ref{eq:hole}) was already 20\% low at the bottom for $H/L=5.2$, and deeper still the long flights take over.

\section*{Computed results}
\begin{verbatim}
ONE FLIGHT
mean flight length / R (ray tracing) = 1.9977
mean square axial jump / R^2 = 2.666667
tube length / R for transmission test = 500
transmission, kinetic = 0.005276
transmission, diffusion = 0.005305
DECAY LAW (spread of ln J + z/L for z from 0.5 L to 4 L)
gamma 1e-02: spread 0.0598, mean decay length from L to 3L = 1.0044 L
gamma 1e-03: spread 0.0215, mean decay length from L to 3L = 1.0022 L
gamma 1e-04: spread 0.0089, mean decay length from L to 3L = 1.0015 L
tail test: gamma = 0.05, J gamma z^3/R^3 at 60 L = 1.0416
EXAMPLE
R = 50 nm, H = 3000 nm, gamma = 0.001, T = 700 K, p = 0.1 Torr
decay length L = 1825.7 nm = 18257 angstrom; L/R = 36.51; H/L = 1.6432
relative flux at 1000 nm: simple 0.6198, kinetic 0.5835
relative flux at 2000 nm: simple 0.4301, kinetic 0.4012
bottom, simple 1/cosh(H/L) = 0.3728
bottom, diffusion with mouth and bottom terms = 0.3560
bottom, kinetic integral equation = 0.3480
bottom, ray tracing = 0.3434 +- 0.0037
f = 0.5: bottom, ray tracing = 0.6164 +- 0.0034
f = 0.5: bottom, diffusion = 0.6395
NEGLECTED EFFECTS
mouth length 2D/v = 66.7 nm
f = 0.9: L = 2018.4 nm, bottom = 0.4106
uptake equal to gamma (total loss 0.002): L = 1291.0 nm, bottom = 0.1811
gamma = 1e-04: L = 5773.5 nm, bottom = 0.8678
gamma = 1e-02: L = 577.4 nm, bottom = 0.0120
N mass = 14.007 u, rough collision diameter = 0.37 nm
mean speed = 1029 m/s; D = 0.343 cm2/s
gas mean free path = 1.192e+06 nm; over 2R = 1.192e+04
mean path before wall loss (no escape) = 1.00e+05 nm
gas collisions in that path = 0.084
rough three-body rate = 1e-32 cm6/s, N share of gas = 0.01
gas recombination probability in that path = 1.9e-11
diffusive filling time H^2/(2D) = 131.2 ns
long tube: J is twice the exponential at z = 10.15 L = 18535 nm
long tube: relative flux there = 7.29e-05
\end{verbatim}
